\section*{Mean Chord 4V/S and Surface Damping in a Metal Sphere, part 1}

(Sections cited here and not found follow in the second part.)

\section{From chords to the surface damping rate}

\subsection{Result}

Let a convex body have volume $V$ and surface area $S$. Straight lines drawn isotropically through it have the mean chord
\begin{equation}
\langle \ell\rangle=\frac{4V}{S},\qquad \langle \ell\rangle=\frac{4R}{3}\ \text{for a sphere of radius }R .
\label{chord}
\end{equation}
In a uniform, isotropic gas, particles of speed $v$ therefore strike the wall at the mean rate $v/\langle\ell\rangle$. For electrons at the Fermi speed $v_F$ in a metal sphere,
\begin{equation}
\nu=\frac{v_F S}{4V}=\frac{3v_F}{4R}.
\label{rate}
\end{equation}
A collision rate becomes a damping rate only after one has said what a collision does to the current. Let $\chi$ be the angle between the velocities before and after impact. The damping rate of the current at high frequency is
\begin{equation}
\gamma_s=\nu\,\langle 1-\cos\chi\rangle=
\begin{cases}
3v_F/(4R), & \text{specular wall},\\
13v_F/(12R), & \text{diffuse wall, cosine law}.
\end{cases}
\label{main}
\end{equation}
The damping rate thus equals the collision rate for the specular wall, but not for the diffuse one. Equation (\ref{main}) assumes elastic walls, a uniform field inside the particle, $\omega\gg v_F/R$ and $\hbar\omega\ll E_F$, where $\omega$ is the angular frequency of the field and $E_F$ the Fermi energy. Here $\gamma_s$ is the friction coefficient of the Drude equation of motion, and $\hbar\gamma_s$ is a contribution to a full width at half maximum. A free drift current decays at this rate and its kinetic energy at twice this rate; a plasmon oscillation loses energy at this rate and amplitude at half of it.

\subsection{Proof of the chord theorem}

The word ``isotropic'' needs a measure. Every direction $\mathbf\Omega$ is equally likely, and for a given direction the lines pierce a plane perpendicular to $\mathbf\Omega$ with uniform density. Let $\mathbf n$ be the outward normal at a surface point and let a line enter there at angle $\theta$ to the inward normal, so that $\cos\theta=-\mathbf\Omega\cdot\mathbf n>0$. A surface element $dA$ covers the area $\cos\theta\,dA$ on the perpendicular plane. The measure of the entering lines is therefore
\begin{equation}
dM=\cos\theta\,dA\,d\Omega .
\label{measure}
\end{equation}
Entry points are uniform on the surface, and entry directions follow the cosine law. The total measure is
\begin{equation}
M=\int dA\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=S\cdot 2\pi\cdot\tfrac12=\pi S .
\label{total}
\end{equation}

Now consider all pairs of an interior point $\mathbf x$ and a direction $\mathbf\Omega$. They fill a phase-space volume $4\pi V$. Following the line backwards from $\mathbf x$ along $-\mathbf\Omega$, one reaches an entry point $\mathbf y$, and $\mathbf x=\mathbf y+s\mathbf\Omega$ with $0<s<\ell$. At fixed direction the volume element is perpendicular area times depth, $dV=\cos\theta\,dA\,ds$. Each pair is counted once, so
\begin{equation}
4\pi V=\int dA\int d\Omega\,\cos\theta\int_0^{\ell}ds=\int \ell\,dM .
\label{volume}
\end{equation}
Dividing (\ref{volume}) by (\ref{total}) gives $\langle\ell\rangle=4\pi V/(\pi S)=4V/S$.

The same count yields the mean shadow. For direction $\mathbf\Omega$ the projected area is $a(\mathbf\Omega)=\int_{\rm in}\cos\theta\,dA$. Its integral over all directions is $\pi S$, so its mean is $S/4$. For one fixed direction the mean chord is $V/a(\mathbf\Omega)$; the theorem weights directions by how many lines they contribute, which is in proportion to $a(\mathbf\Omega)$.

Convexity ensures that a line meets the body in one segment. In a body with hollows, the proof still holds if every segment is counted as a separate chord. If the segments on one line are added, there are fewer chords for the same volume and the mean is larger.

Two bodies without spherical symmetry were tested with 600\,000 random lines each, drawn from the definition and not from (\ref{measure}). For a box with sides 1, 2 and 3, $4V/S=24/22=1.0909$, and the sampled mean was 1.0908. The sampled shadow was 5.505 against $S/4=5.500$. For an ellipsoid with semi-axes 1.0, 1.5 and 2.5 the sampled mean was 1.8667 against 1.8648. The required agreement was 1\%.

\subsection{The sphere, and averages that differ}

Write $\mu=\cos\theta$. A line entering a sphere at $\mathbf y$ leaves it when $|\mathbf y+\ell\mathbf\Omega|^2=R^2$. Since $|\mathbf y|=R$, this gives $\ell^2+2\ell\,\mathbf y\cdot\mathbf\Omega=0$, hence $\ell=2R\mu$. The cosine law gives $\mu$ the normalized density $2\mu$ on $(0,1)$, so
\begin{equation}
\langle\ell\rangle=\int_0^1 2R\mu\,2\mu\,d\mu=\frac{4R}{3},\qquad
\langle\ell^2\rangle=\int_0^1 4R^2\mu^2\,2\mu\,d\mu=2R^2 .
\end{equation}

Other sampling rules answer other questions:
\begin{itemize}
\item Directions uniform in solid angle at the surface have constant density in $\mu$ and give $\int_0^1 2R\mu\,d\mu=R$.
\item A random interior point with a random direction selects chords in proportion to their length. The mean is $\langle\ell^2\rangle/\langle\ell\rangle=3R/2$.
\item From such a point the distance ahead to the wall is on average half of that, $3R/4$.
\end{itemize}
Sampling gave $1.000R$, $1.499R$ and $0.749R$. The last length must not be confused with the factor $3/4$ in (\ref{rate}): dividing $v_F$ by $3R/4$ gives $4v_F/(3R)$, too large by a factor $16/9$.

\subsection{The wall collision rate}

For particle density $n$ and speed $v$, the density per unit solid angle is $n/4\pi$. The number striking unit wall area per unit time is
\begin{equation}
\int_{\rm hemisphere}\frac{n}{4\pi}\,v\cos\theta\,d\Omega=\frac{nv}{4\pi}\,\pi=\frac{nv}{4}.
\label{flux}
\end{equation}
Multiplication by $S$ and division by the particle number $nV$ gives $\nu=vS/(4V)$. This is a long-time count: total path divided by number of chords. It equals $v/\langle\ell\rangle$, not the mean of $v/\ell$ over chords, which for a sphere is $\int_0^1 (v/2R\mu)\,2\mu\,d\mu=v/R$.

In a specular sphere a given orbit repeats one chord for ever, so orbits have different rates $v/(2R\mu)$. The ensemble average still applies, because both specular reflection and cosine-law re-emission leave a uniform isotropic gas unchanged. In a simulation of $10^5$ orbits, each of length $4R$, the collision rate was $0.7494\,v/R$, within the required 1\% of $0.75\,v/R$.

\subsection{Why the Fermi speed appears}

Apply a uniform internal field $\mathbf E(t)=\mathrm{Re}\,\mathbf E_0e^{-i\omega t}$ to electrons of charge $-e$ and mass $m$. Write the occupation as $f_0(E)+f_1$, where $E$ is here the electron energy. To first order in the field, the change of $f_1$ along an unperturbed orbit is
\begin{equation}
\frac{df_1}{dt}=-(-e\mathbf E)\cdot\frac{\partial f_0}{\partial\mathbf p}=e\,\mathbf E\cdot\mathbf v\,\frac{df_0}{dE},
\end{equation}
since $\partial E/\partial\mathbf p=\mathbf v$. Elastic walls do not change $E$, so $df_0/dE$ is constant on the orbit and
\begin{equation}
f_1(t)=e\frac{df_0}{dE}\int_0^\infty \mathbf E(t-\tau)\cdot\mathbf v(t-\tau)\,d\tau .
\end{equation}
At a diffuse wall the earlier velocity is replaced by its average over the possible incoming directions.

The current density, averaged over the particle, is $-e$ times the sum of $\mathbf v f_1$ over states. At low temperature $-df_0/dE$ selects the Fermi surface, where the density of states per volume, with spin, is $3n/(2E_F)=3n/(mv_F^2)$. Define the direction memory
\begin{equation}
C(t)=\langle\hat{\mathbf v}(0)\cdot\hat{\mathbf v}(t)\rangle,\qquad C(0)=1,
\end{equation}
averaged uniformly over positions and directions. In a sphere each Cartesian component contributes $v_F^2C/3$. Hence
\begin{equation}
\sigma(\omega)=e^2\,\frac{3n}{mv_F^2}\,\frac{v_F^2}{3}\int_0^\infty e^{i\omega t}C(t)\,dt
=\frac{ne^2}{m}\int_0^\infty e^{i\omega t}C(t)\,dt .
\label{kubo}
\end{equation}
For another shape this is the mean of the conductivities for three perpendicular field directions.

\subsection{From collision rate to damping rate}

Integrate (\ref{kubo}) by parts twice, with a small bulk damping to remove the upper limit:
\begin{equation}
\int_0^\infty e^{i\omega t}C\,dt=\frac{i}{\omega}-\frac{C'(0^+)}{\omega^2}-\frac1{\omega^2}\int_0^\infty e^{i\omega t}C''\,dt .
\end{equation}
When $C''$ is integrable, the last integral tends to zero at high frequency. The Drude form is
\begin{equation}
\frac1{\gamma-i\omega}=\frac{\gamma+i\omega}{\gamma^2+\omega^2}=\frac i\omega+\frac{\gamma}{\omega^2}+O(\omega^{-3}).
\end{equation}
Comparison gives $\gamma_s=-C'(0^+)$. In a short time $dt$ a fraction $\nu\,dt$ of the electrons hits the wall, and for these the direction product falls from 1 to $\cos\chi$. Second hits contribute at higher order. Thus $\gamma_s=\nu\langle1-\cos\chi\rangle$, with impacts weighted by flux, that is by $2\mu\,d\mu$.

A specular wall turns $\hat{\mathbf v}$ into $\hat{\mathbf v}-2\mu\mathbf n$, where $\mu=\hat{\mathbf v}\cdot\mathbf n$ before impact. Hence $\cos\chi=1-2\mu^2$ and
\begin{equation}
\langle1-\cos\chi\rangle=\int_0^1 2\mu^2\,2\mu\,d\mu=1 .
\end{equation}
The reason is visible in the distribution. Since $2\mu\,d\mu=d(\mu^2)$, the variable $\mu^2$ is uniform on $(0,1)$ and $\cos\chi$ is uniform on $(-1,1)$. Averaged over impacts, mirror reflection spreads the deflection angle as isotropic scattering would.

At a diffuse wall the outgoing direction is independent of the incoming one. The incoming mean is $\mathbf n\int_0^1\mu\,2\mu\,d\mu=\tfrac23\mathbf n$, and the outgoing mean is $-\tfrac23\mathbf n$. Therefore $\langle\cos\chi\rangle=-4/9$ and $\gamma_s=13\nu/9$. Both walls reverse the normal motion, which contributes $-\langle\mu^2\rangle=-1/2$ to $\langle\cos\chi\rangle$ for a mirror and $-4/9$ for a diffuse wall. The mirror keeps the tangential motion, which contributes $+1/2$; the diffuse wall erases it, and its damping is therefore larger. If a fraction $p$ of impacts is specular, independently of angle, then
\begin{equation}
\gamma_s=\nu\left[1+\tfrac49(1-p)\right].
\label{specularity}
\end{equation}

Billiards of 400\,000 electrons, followed for $0.1R/v$, gave $0.752\,v/R$ for specular and $1.093\,v/R$ for diffuse walls. The predictions are $0.750$ and $1.083$; the required agreement was 3\%, since only about 30\,000 collisions occur.

\section{Finite frequency, photon energy and an oxide nanocrystal}

\subsection{Symbols and results carried over}

A sphere has radius $R$, volume $V$ and surface $S$. Its electrons have density $n$, mass $m$, Fermi speed $v_F$ and Fermi energy $E_F$. The mean chord is $4V/S=4R/3$, and Fermi-surface electrons hit the wall at the rate $\nu=3v_F/(4R)$. The field varies as $e^{-i\omega t}$. The conductivity is $ne^2/m$ times the one-sided Fourier integral of the direction memory $C(t)$. At high frequency the surface damping is $\gamma_s=-C'(0^+)$, equal to $\nu$ for specular and $13\nu/9$ for diffuse walls. The cosine of the angle of incidence is $\mu$, with density $2\mu$ per impact.

\subsection{Where the energy goes}

A specular wall at rest absorbs no energy, yet it causes absorption. Between impacts the electron velocity is $\mathbf u+\mathbf w(t)$, where $\mathbf u$ is constant and $\mathbf w$ is the oscillation driven by the field. Let the subscript $n$ denote the component along the outward normal. Reflection reverses the full normal velocity, so $\mathbf u'=\mathbf u-2(u_n+w_n)\mathbf n$. The drift energy changes by
\begin{equation}
\frac m2(u'^2-u^2)=\frac m2\left[-4u_n(u_n+w_n)+4(u_n+w_n)^2\right]=2mw_n(u_n+w_n).
\end{equation}
Electrons arrive at a rate proportional to $u_n+w_n$. With the phase of the field at impact random, which requires $\omega R/v_F\gg1$, the phase average is
\begin{equation}
2m\langle w_n(u_n+w_n)^2\rangle=4mu_n\langle w_n^2\rangle ,
\end{equation}
because odd powers of $w_n$ average to zero. The incoming flux of the whole electron gas is $n\langle v\rangle/4$, so the absorbed power per area is $mn\langle v\rangle\langle w_n^2\rangle$. Over a sphere $\langle w_n^2\rangle=\langle w^2\rangle/3$. The Drude power at high frequency is $mnV\gamma_s\langle w^2\rangle$, and equating the two gives
\begin{equation}
\gamma_s=\frac{\langle v\rangle S}{3V}=\frac{3v_F}{4}\,\frac{S}{3V}=\frac{v_FS}{4V}.
\end{equation}
Here $\langle v\rangle=\int_0^{v_F}3v^3dv/v_F^3=3v_F/4$ is the mean over the filled Fermi sphere. If electrons arrived at a constant rate, the mean gain per impact would be $2m\langle w_n^2\rangle$; the greater frequency of faster arrivals doubles it. The field supplies this energy, which goes into the electron gas.

We have found the mean chord, the wall collision rate and the high-frequency surface damping for specular and diffuse walls, and have shown that the energy absorbed at a specular wall is supplied by the field and goes into the electron gas. What remains is the response of the specular sphere at any frequency, the absorption width, the correction for finite photon energy, and a worked example for doped In$_2$O$_3$.
